# Why germanium's forbidden 006 reflection can grow with temperature

**Question.** The 006 reflection of germanium is forbidden by the diamond structure, yet it appears when the photon energy is tuned to the K edge. Heating normally weakens a Bragg reflection. Why can this one become stronger, and what does the symmetry of the scattering tensor have to do with it?

**Answer.**

## What is forbidden, and what survives

The diamond structure has two sublattices, A and B, displaced by $\boldsymbol\tau=(a/4)(1,1,1)$, with four atoms of each in the cubic cell. Let $\mathbf k$ and $\mathbf k'$ be the incoming and outgoing wavevectors, $\mathbf Q=\mathbf k'-\mathbf k$, and let an atom at $\mathbf R$ contribute the phase $e^{-i\mathbf Q\cdot\mathbf R}$. For 006, $\mathbf Q=(0,0,12\pi/a)$, so $\mathbf Q\cdot\boldsymbol\tau=3\pi$ and

$$F=4\left(f_A+f_Be^{-3\pi i}\right)=4(f_A-f_B).$$

Only a difference between the sublattices scatters. Inversion through a bond centre turns the surroundings of one into those of the other, so the difference is the part of the atomic amplitude that changes sign under inversion.

Ordinary charge scattering has no such part here. The tetrahedral site group $T_d$ contains the operation $(x,y,z)\to(y,-x,-z)$, which turns $\mathbf Q$ along $z$ into $-\mathbf Q$. The form factor of a $T_d$-symmetric density is therefore the same at $\mathbf Q$ and $-\mathbf Q$, and the sublattices cancel, even if thermal motion has smeared the density.

Resonant scattering also depends on the polarizations $\mathbf e$ and $\mathbf e'$, taken real. At an undisplaced site the dipole-dipole amplitude is $e'_iT_{ij}e_j$. The twofold rotations in $T_d$ reverse two axes at a time. They allow a tensor component only if the indices $x,y,z$ occur all an even number of times or all an odd number of times. For rank two this leaves the diagonal, and the threefold axes make its entries equal: $T_{ij}\propto\delta_{ij}$. This is even under inversion and cancels.

With one wavevector component the tensor has rank three. Now $x$, $y$ and $z$ must each occur once. The threefold axes and the mirror planes make all six such components equal, so the tensor is a number times $|\epsilon_{ijl}|$, which is 1 for three different indices and 0 otherwise. It is odd under inversion and survives. Contracted with $\mathbf Q$ it gives

$$S=|\epsilon_{ijl}|\,e'_ie_jQ_l=Q(e'_xe_y+e'_ye_x).$$

Both mechanisms below take this form: the site symmetry fixes the tensor, and the calculation will show that the wavevectors enter only through $\mathbf Q$. The shared symmetry makes them interfere. It does not by itself make the intensity grow; for that, one must follow each coefficient.

## The static dipole-quadrupole term

Take a core-excited electron that can occupy three p states or three d states ($yz,zx,xy$), with energies $E_p,E_d$ and full width $\Gamma$. At photon energy $E$ their resolvents are

$$G_p=\frac1{E-E_p+i\Gamma/2},\qquad G_d=\frac1{E-E_d+i\Gamma/2}.$$

The isotropic resonant amplitude is $sG_p\,\mathbf e'\cdot\mathbf e$, in electrons, where $s$ is the dipole strength.

The next term of the photon's plane wave adds an electric quadrupole and a magnetic dipole; the latter is neglected. The transition operators are then $\mathbf e\cdot\mathbf r\,(1+\tfrac i2\mathbf k\cdot\mathbf r)$ for absorption and $\mathbf e'\cdot\mathbf r\,(1-\tfrac i2\mathbf k'\cdot\mathbf r)$ for emission. Let $L$ be the ratio of the 1s-d matrix element of $r_jr_k$ to the 1s-p matrix element of $r_i$.

The neighbours, in directions $\mathbf n$ from the atom, mix p and d. Each contributes $g\,n_in_jn_k$ to the coupling of $p_i$ with $d_{jk}$. For an A atom the directions are $(1,1,1)$, $(1,-1,-1)$, $(-1,1,-1)$ and $(-1,-1,1)$, divided by $\sqrt3$. Every product $n_xn_yn_z$ equals $1/(3\sqrt3)$, so

$$\sum_{\mathbf n}n_in_jn_l=c|\epsilon_{ijl}|,\qquad c=\frac4{3\sqrt3}=0.770,$$

and the total coupling is $cg$. To first order in it, the resolvent between $p_i$ and its partner $d_{jk}$ is $G_p\,cg\,G_d$.

If absorption is quadrupolar and emission dipolar, the polarization factor is $\tfrac i2|\epsilon_{ijl}|e'_ie_jk_l$. In the reverse order it is $-\tfrac i2|\epsilon_{ijl}|e'_ie_jk'_l$. Their sum contains $\mathbf k-\mathbf k'=-\mathbf Q$:

$$f_{\rm st}=-\frac i2\,sLgc\,G_pG_d\,S .$$

On B all $\mathbf n$ reverse, $g\,n_in_jn_k$ changes sign, and $f_B=-f_A$.

## How motion creates an anisotropic dipole

A displaced atom no longer sits at a tetrahedral site. The core-excited level lives for about $\hbar/\Gamma$, much less than a vibration period, so the photon sees a snapshot. In a snapshot the neighbours split the p level through

$$H_{ij}=\sum_{\mathbf n}h(r)\left(n_in_j-\tfrac13\delta_{ij}\right),$$

with $h(r)$ falling as $r^{-3}$ and equal to $h$ at the bond length $d$. At equilibrium the four terms cancel. Otherwise, to first order, the dipole amplitude changes by $sG_p^2\,e'_iH_{ij}e_j$.

The average of $H_{ij}$ is still isotropic. A Bragg amplitude, however, averages $H_{ij}e^{-i\mathbf Q\cdot\mathbf u_0}$, where $\mathbf u_0$ is the atom's displacement. A snapshot with the atom high along $z$ has one sign of $H_{xy}$ and one phase; a snapshot with it low has the other sign and the opposite phase shift. The two do not cancel.

Let $\mathbf w=\mathbf u_n-\mathbf u_0$ be the displacement of neighbour $n$ relative to the atom. In a harmonic crystal all displacements are Gaussian, so with $X=\mathbf Q\cdot\mathbf u_0$

$$\langle e^{-iX+\lambda w_k}\rangle=\exp\left[\tfrac12\langle(-iX+\lambda w_k)^2\rangle\right].$$

Differentiating at $\lambda=0$ gives

$$\langle w_ke^{-iX}\rangle=-i\langle w_kX\rangle e^{-W},\qquad W=\tfrac12Q^2\langle u_z^2\rangle .$$

The threefold axis and mirror planes of a bond leave two covariances, along and across it:

$$\langle(\mathbf u_0-\mathbf u_n)_k\,u_{0l}\rangle=\sigma_Ln_kn_l+\sigma_TP_{kl},\qquad P_{kl}=\delta_{kl}-n_kn_l .$$

Now expand $H_{ij}$, which vanishes at equilibrium, to first order in the relative displacements $\mathbf w$. Since $\mathbf w$ has the opposite sign to $\mathbf u_0-\mathbf u_n$, the two minus signs cancel:

$$\langle H_{ij}e^{-iX}\rangle=iQ_le^{-W}\sum_{\mathbf n}\frac{\partial h_{ij}}{\partial r_k}(\sigma_Ln_kn_l+\sigma_TP_{kl}),$$

where $h_{ij}=h(r)(n_in_j-\delta_{ij}/3)$. Stretching a bond changes $h(r)$; turning it changes $\mathbf n$, with $\partial n_i/\partial r_k=P_{ik}/r$. The summand is therefore

$$\sigma_Lh'\,n_l\left(n_in_j-\tfrac13\delta_{ij}\right)+\sigma_T\frac hd\,(P_{il}n_j+n_iP_{jl}).$$

Over the four bonds $\sum\mathbf n=0$, so the terms with a single $n$ vanish. The first part leaves $+n_in_jn_l$ and the second $-2n_in_jn_l$. With $h'=-3h/d$ the sum becomes

$$c|\epsilon_{ijl}|\left(\sigma_Lh'-2\sigma_T\frac hd\right)=-c|\epsilon_{ijl}|\frac hd\,C,\qquad C=3\sigma_L+2\sigma_T .$$

The thermal amplitude has the predicted tensor form. The static term acquires the ordinary factor $\langle e^{-iX}\rangle=e^{-W}$, and the total per atom is

$$f=-isG_pc\,S\left[\frac{gL}2G_d+\frac hd\,C(T)\,G_p\right]e^{-W(T)} .$$

Since $f_B=-f_A$, the cell amplitude is $F=8f$.

The quantity that matters is $C$, not $\langle u_z^2\rangle$. If an atom and its neighbours move together, $\mathbf u_0-\mathbf u_n=0$ and no anisotropy arises, although the motion still contributes to $W$.

## Why the covariance rises, and when the intensity follows

Let a bond have stiffness $\alpha+2\beta$ along its length and $\alpha-\beta$ across it, with no forces beyond nearest neighbours. Multiply the atom's equation of motion by $\mathbf u_0$ and average. In a stationary state $\langle\mathbf u_0\cdot\ddot{\mathbf u}_0\rangle=-\langle v^2\rangle$, hence

$$4\left[(\alpha+2\beta)\sigma_L+2(\alpha-\beta)\sigma_T\right]=M\langle v^2\rangle .$$

The right side tends to $3k_BT$ at high temperature and keeps its zero-point value when cold. In the classical limit each harmonic covariance is proportional to $T$, so $C$ is too.

Write the amplitude as $(A+BC)e^{-W}$, where $A$ and $B$ do not depend on temperature. The logarithmic derivative of its squared modulus is

$$\frac{d\ln I}{dT}=2\frac{dC}{dT}\,{\rm Re}\frac{B}{A+BC}-2\frac{dW}{dT}.$$

Growth requires the first term to exceed the second. If the static and thermal terms have roughly the same phase, the first term is positive. If they are roughly opposite and the static one is larger, it is negative: the intensity falls until the thermal term has largely cancelled the static one, and then rises.

There is also an upper limit. With the thermal term alone, $I\propto C^2e^{-2W}$. In the classical limit $C$ and $W$ are both proportional to $T$, so $d\ln I/dT=2(1-W)/T$, and the intensity peaks at $W=1$.

## Numbers in the regime of germanium

Take $a=5.66$ Å, $d=2.451$ Å, a mass of 72.6 u and a photon energy of 11.1 keV, all rough values for germanium. Then $Q=6.661$ Å$^{-1}$ and the Bragg angle $\theta$ is 36.3°.

The force constants follow from two phonon energies. In the zone-centre optical mode the sublattices move oppositely, so $M\omega^2=8\alpha$. For the lowest transverse mode at the zone edge along $x$, the neighbour phases give $M\omega^2=4(\alpha-\beta)$. Energies of 37 meV and 12 meV yield $\alpha=2.972$ and $\beta=2.347$ eV/Å$^2$. The second energy is an effective value for this simple force model; the measured one is about 10 meV, and the results below depend noticeably on this choice.

Diagonalizing the dynamical matrix on a $24^3$ mesh of wavevectors, and weighting each mode's displacement products by $(\hbar/2M\omega)\coth(\hbar\omega/2k_BT)$, gives these covariances in $10^{-3}$ Å$^2$:

| $T$ (K) | $\sigma_L$ | $\sigma_T$ | $\langle u_z^2\rangle$ |
|---:|---:|---:|---:|
| 10 | 0.89 | 1.59 | 1.8 |
| 100 | 0.96 | 2.58 | 3.5 |
| 300 | 1.69 | 6.45 | 9.3 |
| 900 | 4.58 | 18.9 | 27 |

The last column carries fewer figures because long acoustic waves make it converge slowly: refining the mesh from $16^3$ to $24^3$ still changes it by 1.2% at 300 K, and the fully converged value there is about 2% higher than the one listed. For equal signs, full convergence would lower the intensity growth between 300 and 900 K, given below, by about 2%.

At 300 K, $C=3(1.69)+2(6.45)=18.0$ in these units. Holding the neighbours fixed while the atom moves would replace $C$ by $5\langle u_z^2\rangle\approx46$, and the thermal amplitude would be 2.6 times too large.

The electronic parameters are round choices, not calculated for germanium: $\Gamma=4$ eV, $E_d-E_p=1$ eV, $s=6$ eV electrons, $h=1$ eV, $g=0.6$ eV and $L=0.02$ Å. Set $E=E_p$, so that $|G_p|=0.5$ and $|G_d|=0.447$ eV$^{-1}$, and choose polarizations for which $|S|=Q$. The common prefactor at 300 K is

$$s|G_p|cQe^{-W}=6(0.5)(0.770)(6.661)(0.814)=12.5\ \text{electrons/Å}.$$

The bracket contains

$$\frac{gL}2|G_d|=0.00268\ \text{Å},\qquad \frac hd\,C|G_p|=\frac{0.0180}{2.451}(0.5)=0.00367\ \text{Å}.$$

The static and thermal amplitudes are thus 0.034 and 0.046 electrons. Their phases differ by 26.6°, because the d level lies 1 eV higher, and they add to 0.077 electrons. Reversing the sign of $g$ gives the difference instead. In $10^{-3}$ electrons per atom:

| $T$ (K) | static | thermal | sum | difference |
|---:|---:|---:|---:|---:|
| 10 | 40 | 18 | 56 | 25 |
| 100 | 38 | 23 | 60 | 20 |
| 300 | 34 | 46 | 77 | 22 |
| 500 | 29 | 65 | 92 | 41 |
| 900 | 23 | 88 | 109 | 69 |

The static column falls by the Debye-Waller factor alone. The thermal column rises because $C$ grows faster than $e^{-W}$ falls. With equal signs the intensity increases 2.0-fold between 300 and 900 K. With opposite signs it first drops, reaching 0.41 of its 10 K value near 190 K, and at 900 K it is 7.5 times the 10 K value. The minimum is not zero, because the 26.6° phase difference prevents complete cancellation.

The thermal term alone would peak between 1400 and 1500 K. That is above germanium's melting point of roughly 1200 K. A static term of equal sign brings the peak down, because its own contribution only falls on heating. With the mesh-converged $\langle u_z^2\rangle$, the formula's total intensity then peaks near 1230 K at the p level, close to melting, and near 1130 K at a photon energy 4 eV higher (about 1270 and 1160 K with the tabulated values). These temperatures depend strongly on $\langle u_z^2\rangle$. With a room-temperature value near 0.007 Å$^2$, closer to real germanium, they move to roughly 1700 and 1600 K, above melting. A turnover within the solid's range is thus a feature of this model's parameters, not a prediction for germanium.

## What can tell the two terms apart

Polarization cannot, within this leading-order description. Let $\psi$ be the azimuth of the scattering plane about $\mathbf Q$, measured from the cubic $x$ axis. For incoming polarization perpendicular to that plane, $\mathbf e=(-\sin\psi,\cos\psi,0)$. If the outgoing polarization is the same, $S=-Q\sin2\psi$. If it lies in the plane, its horizontal part is $-\sin\theta(\cos\psi,\sin\psi)$ and $S=-Q\sin\theta\cos2\psi$. Without polarization analysis,

$$I\propto\sin^22\psi+\sin^2\theta\cos^22\psi ,$$

whichever mechanism dominates.

Photon energy can help, since the static term varies as $G_pG_d$ and the thermal term as $G_p^2$. With equal signs, the intensity ratio between 900 and 300 K is 2.0 at the p level and 4 eV below it, but 1.7 at 4 eV above. There $|G_d/G_p|$ is larger, so the static term has more weight.

## How far the model can be trusted

The formula is first order in the local couplings and in the relative displacements. To size the rest, 60,000 Gaussian snapshots of an atom and its four neighbours were drawn from the computed covariances, and the six-level resolvent was inverted for each. In this fuller calculation the p-d coupling also varied with the neighbour positions, falling as $r^{-4}$. With equal signs, the amplitude came out 9% below the formula at 300 K and 14% below at 900 K. The intensity growth between them then drops from 2.0 to about 1.8. With opposite signs the partial cancellation magnifies the neglected terms: the amplitude is roughly 15 to 30% below the formula at these temperatures, and the intensity at 900 K is about 5 times its 10 K value instead of 7.5 times.

The snapshot picture is well founded here: the optical phonon energy is 0.9% of the level width. Softening of the phonons by thermal expansion is a small correction; further anharmonic shifts at fixed volume are left out. With a rough Grüneisen parameter of 1 and linear expansion of $6\times10^{-6}$ K$^{-1}$, phonon energies fall by about 1% between 300 and 900 K, which would raise the covariances by about 2%. The zone-edge transverse acoustic modes of germanium, which dominate $\sigma_T$ and $\langle u_z^2\rangle$, have a negative Grüneisen parameter, so this figure gives only the size of the correction; its sign may be the opposite.

In real germanium $\langle u_z^2\rangle$ at room temperature is roughly 0.007 Å$^2$, so the model's 0.0093 Å$^2$ is somewhat high and exaggerates the Debye-Waller loss. Reducing $\langle u_z^2\rangle$ by a quarter at all temperatures, with $C$ held fixed, would raise the growth from 2.0 to about 2.4. In the lattice model the two are linked, however. Raising the transverse energy to 14.5 meV brings $\langle u_z^2\rangle$ to 0.007 Å$^2$ but also lowers $C$ at 300 K from 18.0 to 14.8, and the growth becomes 2.2; lowering it to 10 meV gives 1.7. The larger uncertainty is electronic. Real final states form bands, not two broadened levels, and their couplings set both the size and the relative sign of the two terms. With the other parameters fixed, the 900 K to 300 K intensity ratio is 0.45 for the static term alone, 3.7 for the thermal term alone and 9.9 for the two with opposite signs. A quantitative prediction therefore needs a band-structure calculation of both tensors. A measurement must also avoid azimuths at which multiple diffraction feeds the forbidden reflection, an effect left out here.
